\section*{Reduced mass from the optical gap shift of an ultrathin oxide}

\section*{Problem}

An amorphous indium-oxide-like film lies between two silica layers. When its thickness is reduced from $L_1=4.0$ nm to $L_2=2.0$ nm, its optical gap rises by $\Delta E=0.35$ eV. The composition, temperature and bulk gap are taken to be the same for both films.

\begin{enumerate}
\item[(a)] Treat the film surfaces as hard walls for electrons and holes, with parabolic bands and thickness-independent masses. Neglect excitonic and dielectric shifts. Find the lowest allowed transition energy as a function of thickness.
\item[(b)] Infer the reduced mass $\mu$ of the electron-hole pair, in units of the free-electron mass $m_0$. What can be said about the two separate masses?
\item[(c)] How does $\mu$ respond to an error of 0.05 eV in the rise, or of 0.1 nm in the smaller thickness?
\item[(d)] Replace the hard walls by barriers of 3.0 eV for electrons and 2.0 eV for holes, with a hole mass of $2.5\,m_0$. How far does the inferred mass move?
\item[(e)] Estimate the effects of a nonparabolic conduction band, of image charges and electron-hole attraction, and of band filling at a carrier density of $10^{19}$ cm$^{-3}$.
\end{enumerate}

The barriers, hole mass and density are rough values for such a film. Energies are in eV and lengths in nm unless stated otherwise. Masses $m_e$, $m_h$ and $\mu$ are pure numbers that multiply $m_0$.

\section*{Solution}

\subsection*{(a) Transition energy}

Let $z$ run across the film from $0$ to $L$. A carrier of mass $m$ has an envelope function $\phi$ that obeys
\begin{equation}
-\frac{\hbar^2}{2mm_0}\frac{d^2\phi}{dz^2}=E\phi,\qquad \phi(0)=\phi(L)=0 .
\end{equation}
The condition at $z=0$ selects $\sin kz$. The condition at $z=L$ requires $kL=n\pi$ with $n=1,2,\dots$. Hence
\begin{equation}
\phi_n=\sqrt{\frac2L}\,\sin\frac{n\pi z}{L},\qquad
E_n=\frac{\hbar^2\pi^2n^2}{2mm_0L^2}.
\end{equation}
The mass enters the energy but not the function, so electrons and holes share the same set of envelopes.

The optical field hardly varies across a few nanometres. For an allowed interband transition with a constant band-edge matrix element, the amplitude is therefore proportional to the envelope overlap
\begin{equation}
\int_0^L\phi_n\phi_{n'}\,dz=\delta_{nn'} .
\end{equation}
The lowest transition joins $n=1$ to $n=1$. With negligible photon momentum, an in-plane wave number $K$ adds $\hbar^2K^2/(2\mu m_0)\ge0$, so the threshold lies at $K=0$. Both confinement energies add to the bulk gap:
\begin{equation}
E(L)=E_{\rm bulk}+\frac{\hbar^2\pi^2}{2m_0L^2}
\left(\frac1{m_e}+\frac1{m_h}\right)
=E_{\rm bulk}+\frac{\hbar^2\pi^2}{2\mu m_0L^2},
\qquad \frac1\mu=\frac1{m_e}+\frac1{m_h}.
\end{equation}

\subsection*{(b) The inferred mass}

Subtracting the two thicknesses removes the unknown bulk gap:
\begin{equation}
\Delta E=E(L_2)-E(L_1)=\frac{\hbar^2\pi^2}{2\mu m_0}
\left(\frac1{L_2^2}-\frac1{L_1^2}\right).
\end{equation}
Multiplying by $\mu/\Delta E$ gives
\begin{equation}
\mu=\frac{\hbar^2\pi^2}{2m_0\,\Delta E}
\left(\frac1{L_2^2}-\frac1{L_1^2}\right).
\label{mu}
\end{equation}
With $\hbar^2\pi^2/(2m_0)=0.37603$ eV nm$^2$ and $1/4-1/16=0.1875$ nm$^{-2}$,
\begin{equation}
\mu=\frac{0.37603\times0.1875}{0.35}=0.201 .
\end{equation}

The confinement energies are $0.117$ eV at 4 nm and $0.467$ eV at 2 nm. Halving $L$ multiplies this energy by four, so the rise is three times the value in the thick film. The thick film is thus not a bulk reference: in this model its gap already lies 0.117 eV above the bulk gap.

The data fix a sum of inverse masses, not its two terms. Since both terms are positive, each mass must exceed $\mu$. For $m_h=2.5$,
\begin{equation}
m_e=\left(\frac1{0.2014}-\frac1{2.5}\right)^{-1}=0.219 .
\end{equation}
In the limit of a very heavy hole, $m_e$ tends to $\mu=0.201$. For equal masses, each would be $2\mu=0.403$. Finite-difference solutions of the separate electron and hole wells, for the pair $(0.219,2.5)$ and for the equal pair, both reproduced the 0.35 eV rise to within $10^{-5}$ eV.

\subsection*{(c) Sensitivity to the data}

At fixed thicknesses $\mu\propto1/\Delta E$. A rise of 0.30 eV would give 0.235, and one of 0.40 eV would give 0.176.

For a small change of $L_2$ at fixed $L_1$ and $\Delta E$, the logarithm of Eq.~(\ref{mu}) gives
\begin{equation}
\frac{d\mu}{\mu}=
-\frac{2/L_2^2}{1/L_2^2-1/L_1^2}\,\frac{dL_2}{L_2}
=-\frac{2\times0.25}{0.1875}\,\frac{dL_2}{L_2}
=-2.67\,\frac{dL_2}{L_2}.
\end{equation}
An error of 0.1 nm is 5\% of $L_2$ and shifts $\mu$ by about 13\%. Direct evaluation gives 0.230 for $L_2=1.9$ nm and 0.176 for $L_2=2.1$ nm. If $L_1$ became very large, the factor 2.67 would fall to 2.

\subsection*{(d) Finite walls}

Now put $z=0$ at the film centre. For a barrier $V$, the even ground state is $A\cos kz$ inside and $Be^{-\kappa|z|}$ outside, where
\begin{equation}
E=\frac{\hbar^2k^2}{2mm_0},\qquad
\kappa^2=\frac{2mm_0V}{\hbar^2}-k^2 .
\end{equation}
The mass is taken to be equal in film and barrier, so $\phi$ and $\phi'$ are continuous at $z=L/2$:
\begin{equation}
A\cos\frac{kL}{2}=Be^{-\kappa L/2},\qquad
-kA\sin\frac{kL}{2}=-\kappa Be^{-\kappa L/2}.
\end{equation}
Dividing the second equation by the first gives
\begin{equation}
k\tan\frac{kL}{2}=\kappa .
\label{finite}
\end{equation}
For a deep well, $k\ll\kappa$, and
\begin{equation}
\frac{kL}{2}=\frac\pi2-\arctan\frac k\kappa
\simeq\frac\pi2-\frac k\kappa
\quad\Longrightarrow\quad k\simeq\frac{\pi}{L+2/\kappa}.
\end{equation}
Leakage thus makes the film act as if it were wider by $2/\kappa$. To leading order $1/\kappa\simeq\hbar/\sqrt{2mm_0V}$.

With $\hbar^2/(2m_0)=0.37603/\pi^2=0.0381$ eV nm$^2$, the electron has $1/\kappa\simeq\sqrt{0.0381/(0.219\times3.0)}=0.24$ nm. The hole has $1/\kappa\simeq\sqrt{0.0381/(2.5\times2.0)}=0.09$ nm. The effective widths are 2.48 and 4.48 nm for the electron, and about 2.17 and 4.17 nm for the hole. The corresponding rise is
\begin{align}
\Delta E&\simeq\frac{0.37603}{0.219}
\left(\frac1{2.48^2}-\frac1{4.48^2}\right)
+\frac{0.37603}{2.5}\left(\frac1{2.17^2}-\frac1{4.17^2}\right)\nonumber\\
&\simeq0.194+0.023\simeq0.22\ {\rm eV}.
\end{align}
Numerical solution of Eq.~(\ref{finite}) gives 0.215 eV, well below the required 0.35 eV.

To recover the given rise with $m_h$ held at 2.5, the electron mass must fall to 0.103, and the reduced mass to 0.099. The reduced mass falls to 0.49 of its hard-wall value, below the ratio $0.215/0.35=0.61$ of the two rises. The reason is that a lighter electron also leaks farther, as $1/\kappa\propto m^{-1/2}$, which offsets part of its larger kinetic energy. With equal masses in film and barrier, replacing the hard walls therefore halves the inferred mass.

This result is sensitive to the equal-mass assumption, which lowers the barrier mass together with the film mass. For a separate barrier mass $m_b$, $\kappa^2=2m_bm_0(V-E)/\hbar^2$, and continuity of $\phi'/m$ replaces Eq.~(\ref{finite}) by $(k/m)\tan(kL/2)=\kappa/m_b$. If the electron has $m_b=0.5$, the rise at the original film masses is only 0.18 eV, and no film electron mass restores 0.35 eV with the other parameters fixed: the largest rise is about 0.24 eV. Even with $m_b$ held at 0.219 the rise cannot exceed about 0.33 eV. The solution $\mu=0.099$ therefore exists only because the barrier mass is lowered together with the film mass.

Finite barriers make the electron and hole envelopes differ. In the thin film, with the original masses, the squared overlap of the two ground states is still 0.979, so the lowest transition remains strongly allowed.

\subsection*{(e) Other neglected effects}

Each effect is estimated with hard walls and the other corrections switched off. The corrections interact, so the changes should not be added. The Coulomb and filling shifts are evaluated at $\mu=0.201$ and are not updated when the mass is inferred again.

\paragraph{Nonparabolic band.}
A two-band model with gap $E_g=3.0$ eV and interband coupling $P$ has the matrix
\begin{equation}
\begin{pmatrix}0&Pk\\Pk&-E_g\end{pmatrix},
\qquad E(E+E_g)=P^2k^2 .
\end{equation}
At small $k$ the upper branch is $E\simeq P^2k^2/E_g$. Matching it to the band-edge mass requires $P^2=E_g\hbar^2/(2m_em_0)$, so
\begin{equation}
E\left(1+\frac E{E_g}\right)=\frac{\hbar^2k^2}{2m_em_0}\equiv\epsilon,
\qquad
E=\frac{E_g}{2}\left(\sqrt{1+\frac{4\epsilon}{E_g}}-1\right).
\end{equation}
This branch is used for the electron with $k=\pi/L$; the hole is kept parabolic with mass 2.5. Since $E<\epsilon$, by more at larger $k$, the predicted rise falls to 0.305 eV. Recovering 0.35 eV lowers the reduced mass at the band edge to 0.172. These values depend on the coefficient $1/E_g=0.33$ eV$^{-1}$ fixed by the two-band model; a coefficient of 0.5 eV$^{-1}$ would give 0.289 eV and 0.159.

\paragraph{Image charges.}
Let the film and its surroundings have relative permittivities $\varepsilon_{\rm in}$ and $\varepsilon_{\rm out}$. For a charge inside the film, the field reflected by one surface is that of an image with relative strength
$\beta=(\varepsilon_{\rm in}-\varepsilon_{\rm out})/(\varepsilon_{\rm in}+\varepsilon_{\rm out})$.
Reflections in the two surfaces send $z$ to $L-z$ and $-L-z$. Repeating them places images of strength $\beta^{|n|}$ at $z_n=(-1)^nz+nL$. A carrier's energy in its own induced potential is
\begin{equation}
\Sigma(z)=\frac{e^2}{8\pi\varepsilon_0\varepsilon_{\rm in}}
\sum_{n\ne0}\frac{\beta^{|n|}}{|z-z_n|}.
\end{equation}
The factor one half arises because the induced potential grows in proportion to the charge that creates it. Here $\beta>0$, so the energy is positive and raises the gap. Every distance scales with $L$, so its average over the hard-wall ground state scales as $1/L$. Electron and hole contribute equally.

\paragraph{Electron-hole attraction.}
The attraction includes the direct term $n=0$ and the images. In Hartree atomic units, averaging over both ground-state densities gives
\begin{equation}
V(\rho)=-\frac1{\varepsilon_{\rm in}}\sum_n\beta^{|n|}
\left\langle\frac1{\sqrt{\rho^2+(z_e-z_{h,n})^2}}\right\rangle ,
\end{equation}
where $\rho$ is the in-plane separation. The binding energy $E_b$ follows from
\begin{equation}
\left[-\frac{1}{2\mu}\nabla_\rho^2+V(\rho)\right]\psi=-E_b\psi .
\end{equation}
Expand $\psi$ in twelve Gaussians $e^{-\alpha_i\rho^2}$, with $\alpha_i$ spaced geometrically from $5\times10^{-5}$ to $0.5$ bohr$^{-2}$. With $p=\alpha_i+\alpha_j$, direct integration gives the overlap and kinetic matrices
\begin{equation}
S_{ij}=\frac\pi p,\qquad
T_{ij}=\frac{4\alpha_i\alpha_j}{2\mu}\int\rho^2e^{-p\rho^2}d^2\rho
=\frac{2\pi\alpha_i\alpha_j}{\mu p^2}.
\end{equation}
For the potential, use $1/\sqrt{\rho^2+d^2}=\int_0^\infty J_0(q\rho)e^{-qd}dq$, where $J_0$ is the Bessel function, and $\int e^{-p\rho^2}J_0(q\rho)d^2\rho=(\pi/p)e^{-q^2/4p}$:
\begin{equation}
V_{ij}=-\frac{\pi}{p\,\varepsilon_{\rm in}}\int_0^\infty
\sum_n\beta^{|n|}\left\langle e^{-q|z_e-z_{h,n}|}\right\rangle
e^{-q^2/4p}\,dq .
\end{equation}
The lowest eigenvalue of $(T+V)c=-E_bSc$ gives the binding.

Two rough choices of permittivity show the effect of screening. For static values 9 in the film and 4 outside, the image shift rises from 46 to 91 meV on thinning, while the binding rises from 94 to 140 meV. The changes nearly cancel, and $\mu$ stays at 0.201. For electronic values 4 and 2, the image shift rises from 86 to 172 meV and the binding from 270 to 414 meV. The net change of the rise is $-58$ meV, so confinement must supply $0.35+0.058=0.408$ eV, and Eq.~(\ref{mu}) gives $\mu=0.173$.

These numbers use frozen ground-state envelopes. In the thick film the hole confinement energy is $0.37603/(2.5\times16)=0.0094$ eV. Mixing its first and third levels, which have equal parity, costs $8\times0.0094=0.075$ eV, less than either calculated binding energy. The attraction can therefore reshape the envelopes. When higher electron and hole levels are allowed to mix, the net change stays near zero for the static values (about $+1$ meV) and shrinks from $-58$ to about $-41$ meV for the electronic values, which gives $\mu=0.180$. Mixing of hole levels alone accounts for only about 4 meV of this 17 meV; the rest needs excited electron levels as well. The larger uncertainty is the choice of permittivities, which moves the net change between about zero and $-41$ meV.

\paragraph{Band filling.}
For a sheet density $nL$, two spins fill a disc in the plane of wave numbers:
\begin{equation}
nL=2\,\frac{\pi k_F^2}{(2\pi)^2}
\quad\Longrightarrow\quad k_F^2=2\pi nL .
\end{equation}
At zero temperature, absorption without change of in-plane momentum starts at $k_F$ and is raised by $\hbar^2k_F^2/(2\mu m_0)$. At equal volume density this shift is 48 meV in the thick film and 24 meV in the thin film. Filling therefore hides 24 meV of the confinement rise. Correcting for it gives $\mu=0.0705/0.374=0.189$. At room temperature, where $k_BT$ is roughly 26 meV, this estimate leaves its regime: the electron Fermi energies are only 44 and 22 meV, the chemical potentials fall to 38 and 7 meV above the subband edge, and the transition energies at half occupation differ by 34 meV instead of 24 meV, with an edge blurred on the same scale. In an amorphous film the conservation of in-plane momentum is itself only approximate. Carriers at this density also narrow the gap and screen the electron-hole attraction; neither effect is included here.

\subsection*{Reading the result for a real film}

An electron mass of roughly 0.2 to 0.3 is typical of indium oxide, so the hard-wall result looks reasonable. That agreement does not validate the model. With the same masses and the assumed finite barriers, confinement supplies 0.215 eV, not 0.35 eV. Among the effects sized here, wall leakage changes the predicted rise most, and with equal masses in film and barrier it moves the inferred $\mu$ from 0.201 to 0.099; with the barrier mass held at 0.219 or 0.5, no film mass gives the full rise. If a real film with barriers of this height showed the full rise with an electron mass near 0.2, one would have to look for another contribution, such as a confining region thinner than the nominal film, a change of composition or density, or a different method of reading the absorption edge. Disorder may also localize the hole, in which case the common-envelope picture in part (a) fails. The value 0.20 is thus the reduced mass implied by the hard-wall model, not a measured material constant. The numerical output below lists the main values.

\section*{Calculated quantities}
\begin{verbatim}
film thicknesses: 4.0 and 2.0 nm
observed gap rise: 0.35 eV
pi^2 hbar^2/(2 m0): 0.37603 eV nm^2
1/L2^2 - 1/L1^2: 0.1875 nm^-2
hard-wall reduced mass: 0.2014 m0
confinement energy, thick film: 0.1167 eV
confinement energy, thin film: 0.4667 eV
assumed hole mass: 2.5 m0
matching electron mass: 0.2191 m0
reduced mass if rise is 0.30 eV: 0.235 m0
reduced mass if rise is 0.40 eV: 0.176 m0
reduced mass if thin film is 1.9 nm: 0.230 m0
reduced mass if thin film is 2.1 nm: 0.176 m0
barriers, electron and hole: 3.0 and 2.0 eV
rise with finite walls, same masses: 0.215 eV
reduced mass re-inferred, finite walls: 0.099 m0
electron mass re-inferred, finite walls: 0.103 m0
squared 1-1 overlap, finite walls, thin: 0.979
gap in two-band model: 3.0 eV
rise with nonparabolic band: 0.305 eV
reduced mass re-inferred, nonparabolic: 0.172 m0
static permittivities, film/outside: 9/4
  image shift, thick/thin: 46/91 meV
  exciton binding, thick/thin: 94/140 meV
  net change of gap rise: -0 meV
  reduced mass re-inferred: 0.201 m0
electronic permittivities, film/outside: 4/2
  image shift, thick/thin: 86/172 meV
  exciton binding, thick/thin: 270/414 meV
  net change of gap rise: -58 meV
  reduced mass re-inferred: 0.173 m0
carrier density: 1e+19 cm^-3
filling shift, thick/thin: 48/24 meV
reduced mass re-inferred, filling: 0.189 m0
\end{verbatim}
